# Diffusivity Tensor of Jumping Defects in Uniformly Strained Crystals, part 1

(Sections cited here and not found follow in the second part.)

## I. From jump rates to the diffusivity tensor

### Definitions and conventions

A point defect sits on one of a periodic set of sites and moves by sudden jumps. Jump $j$ has rate $\Gamma_j$ and displacement $d_j$, a column vector, so that $d_jd_j^T$ is the tensor with components $d_{j,a}d_{j,b}$. Four assumptions hold throughout.

- The defect is isolated: no other defect changes its rates.
- The rates depend on the present site alone, not on how the defect arrived there. This requires the defect to lose its excess energy between jumps.
- The strain $\varepsilon$ is uniform, small and symmetric, with tension positive.
- The crystal is in thermal equilibrium, so detailed balance holds.

Displacements are measured in the laboratory, that is, in the strained crystal. A vector $d^0$ joining two sites of the same kind becomes

$$d=(1+\varepsilon)\,d^0. \tag{1}$$

If a cell holds several kinds of site, their sublattices may also move rigidly against each other. Jumps between sublattices then acquire an additional internal shift.

The diffusivity is defined by the spread of the position $x(t)$ at long times,

$$D=\lim_{t\to\infty}\frac{1}{2t}\,\mathrm{Cov}(x),\qquad \mathrm{Cov}(x)=\langle xx^T\rangle-\langle x\rangle\langle x\rangle^T. \tag{2}$$

The factor 2 is the one that belongs to Fick's law. If a concentration obeys $\partial_t c=\sum_{ab}D_{ab}\partial_a\partial_b c$ with constant $D$, multiplying by $x_ax_b$ and integrating twice by parts gives $d\langle x_ax_b\rangle/dt=2D_{ab}$.

### Sites that are all equivalent

Suppose first that a lattice translation connects any two sites. Every site then offers the same list of jumps. The probability $P(r,t)$ of finding the defect at $r$ gains from arrivals and loses from departures:

$$\frac{dP(r,t)}{dt}=\sum_j\Gamma_j\,[P(r-d_j,t)-P(r,t)]. \tag{3}$$

Multiply by $r$ and sum over $r$. In the arrival term put $r=r'+d_j$. The parts containing $r'$ cancel against the departures, leaving

$$\frac{d\langle x\rangle}{dt}=\sum_j\Gamma_jd_j\equiv b. \tag{4}$$

The vector $b$ is the mean velocity, called the bias below. For the second moment the same substitution produces $(r'+d_j)(r'+d_j)^T-r'r'^T$, and therefore

$$\frac{d\langle xx^T\rangle}{dt}=\langle x\rangle b^T+b\langle x\rangle^T+\sum_j\Gamma_jd_jd_j^T. \tag{5}$$

By (4), the derivative of $\langle x\rangle\langle x\rangle^T$ is $b\langle x\rangle^T+\langle x\rangle b^T$. Subtracting it removes the first two terms of (5). The covariance thus grows at a constant rate, and (2) gives

$$D=\frac12\sum_j\Gamma_j\,d_jd_j^T. \tag{6}$$

Each jump contributes half its rate times its squared displacement tensor. The sum runs over all jumps out of one site, so $d$ and $-d$ are separate entries. If each opposite pair were counted once, the factor $\frac12$ would disappear.

Detailed balance makes the bias zero here. Equivalent sites are equally occupied, so a jump $d$ and its reverse have the same rate. By translation, the reverse jump is also available from the original site, with displacement $-d$. The terms of (4) cancel in pairs.

The same result follows from a concentration wave. Insert $P\propto e^{ik\cdot r-\lambda t}$ into (3) and use the equality of opposite rates:

$$\lambda(k)=\sum_j\Gamma_j[1-\cos(k\cdot d_j)]\simeq\frac12\sum_j\Gamma_j(k\cdot d_j)^2=k^TDk. \tag{7}$$

The approximation is $1-\cos\theta\simeq\theta^2/2$, valid when the wavelength is long compared with a jump. Fick's law with the tensor (6) is therefore a long-wavelength law, although the covariance obeys (6) at all times.

Two consequences are immediate. If $z$ jumps of equal rate $\Gamma$ and length $\ell$ form a cubic pattern, $D$ is a multiple of the unit tensor. Its trace from (6) is $z\Gamma\ell^2/2$, so each diagonal element is $z\Gamma\ell^2/6$. Secondly, (1) allows the factors of geometry to be taken outside the sum:

$$D=(1+\varepsilon)\left[\frac12\sum_j\Gamma_j(\varepsilon)\,d_j^0d_j^{0T}\right](1+\varepsilon). \tag{8}$$

The bracket is the diffusivity in coordinates attached to the unstrained crystal. A calculation that keeps the dimensions of the unstrained crystal needs the bracket, while one in laboratory lengths needs the full product. Strain acts on $D$ in two ways, through the lengths and through the rates. In a cubic crystal whose rates remain equal, the lengths alone produce anisotropy, unless the strain is the same in every direction.

### Several kinds of site

Now let a cell contain sites $s$ with equilibrium probabilities $p_s$, where $\sum_sp_s=1$. A jump $j$ starts on $s$ and ends on $s'$. Its reverse has displacement $-d_j$, and detailed balance states that the equilibrium traffic is equal both ways. Write this traffic as

$$w_j=p_s\Gamma_j=w_{\text{reverse of }j}. \tag{9}$$

Each kind of site has its own bias,

$$b_s=\sum_{j\text{ from }s}\Gamma_jd_j,\qquad \sum_sp_sb_s=\sum_jw_jd_j=0. \tag{10}$$

The weighted sum is zero because every jump cancels its reverse. An individual $b_s$ need not be zero. Where it is not, the defect's next movement has a mean direction set by the site it has just reached, and successive displacements are correlated even though the rates have no memory.

To find the long-time spread, add to the position a vector $\chi_s$ that depends on the kind of site, and follow $y=x+\chi_s$. In a jump, $y$ changes by

$$g_j=d_j+\delta_j,\qquad \delta_j=\chi_{s'}-\chi_s. \tag{11}$$

Choose the $\chi_s$ so that $y$ has no mean velocity on any site:

$$\sum_{j\text{ from }s}\Gamma_j(\chi_{s'}-\chi_s)=-b_s. \tag{12}$$

These equations have a solution if the jumps connect all kinds of site. Their left sides, weighted with $p_s$ and summed, vanish by (9), and by (10) so do the right sides. For a connected network this is the one condition of solvability. The solution is unique up to a common constant, which does not enter the differences $\delta_j$.

Repeat the calculation that led to (5), now for $y$. On every site $\sum_j\Gamma_jg_j=0$, so the terms containing $y$ itself vanish. What remains is the mean of $\sum_j\Gamma_jg_jg_j^T$ over the sites occupied at that moment. After the site occupations have reached $p_s$,

$$\frac{d}{dt}\mathrm{Cov}(y)=\sum_jw_jg_jg_j^T. \tag{13}$$

The positions $x$ and $y$ differ by the bounded vector $\chi_s$. The covariance of a bounded quantity with $y$ grows no faster than $\sqrt t$, by the Cauchy–Schwarz inequality. Divided by $t$, this difference vanishes, so (2) gives

$$D=\frac12\sum_jw_j(d_j+\delta_j)(d_j+\delta_j)^T. \tag{14}$$

### The correction to the sum

Expand (14), and define

$$C=\sum_sp_s\,b_s\chi_s^T. \tag{15}$$

For the cross term, $\sum_jw_jd_j\chi_s^T=C$ by the definition of $b_s$. In $\sum_jw_jd_j\chi_{s'}^T$, rename each jump as its reverse. This changes the sign of $d_j$ and turns the final site into the starting site, giving $-C$. Thus

$$\sum_jw_jd_j\delta_j^T=-2C,\qquad \sum_jw_j\delta_jd_j^T=-2C^T. \tag{16}$$

For the last term, write one factor as $\delta_j=\chi_{s'}-\chi_s$. Renaming jumps as their reverses gives $\sum_jw_j\chi_{s'}\delta_j^T=-\sum_jw_j\chi_s\delta_j^T$, because $\delta_j$ changes sign. Then, with (12),

$$\sum_jw_j\delta_j\delta_j^T=-2\sum_sp_s\chi_s\Big(\sum_{j\text{ from }s}\Gamma_j\delta_j\Big)^T=2\sum_sp_s\chi_sb_s^T=2C^T. \tag{17}$$

The left side is symmetric, so $C=C^T$. Half of the two terms in (16) contributes $-2C$ to $D$, and half of (17) contributes $+C$. The result is

$$D=\frac12\sum_sp_s\sum_{j\text{ from }s}\Gamma_jd_jd_j^T-C. \tag{18}$$

The first term is the sum (6) averaged over sites, called the bare sum from here on. For any direction $v$, (17) gives

$$v^TCv=\frac12\sum_jw_j(v\cdot\delta_j)^2\ge0. \tag{19}$$

The bare sum is therefore an upper bound to the diffusivity in every direction. Equality along $v$ requires $v\cdot\delta_j=0$ for all jumps. Equation (12) then gives $v\cdot b_s=0$ on every site. Conversely, if $v\cdot b_s=0$ on every site, multiplying (15) by $v^T$ from the left and $v$ from the right gives $v^TCv=0$. Hence the bare sum is exact for the whole tensor if and only if the bias vanishes at every site.

This is the condition for successive displacements to be uncorrelated. It concerns the defect, not the atoms it displaces. An atom exchanged with a vacancy can be sent back by that vacancy's next jump, so (6) does not give the diffusivity of the atom.

The bare sum also has a meaning when it is not the diffusivity. Release defects from sites chosen with probabilities $p_s$, and measure each displacement from its own starting point. To first order in a short time $t$, at most one jump occurs, and the mean squared displacement tensor is $t\sum_jw_jd_jd_j^T$. Half its initial growth rate is the bare sum. Correlation reduces the growth later.

### Rates under strain

Take the rate of a jump over a saddle point as

$$\Gamma=\nu\exp\left[-\frac{E_{\rm sad}(\varepsilon)-E_{\rm site}(\varepsilon)}{k_BT}\right], \tag{20}$$

with attempt frequency $\nu$ independent of strain. The elastic dipole tensor of either configuration is $P=-\partial E/\partial\varepsilon$ at zero strain. The energy of the deformed perfect crystal is common to both and cancels. With $\Delta P=P_{\rm sad}-P_{\rm site}$ and zero-strain barrier $E_m$,

$$\Gamma(\varepsilon)=\nu\exp\left[-\frac{E_m-\Delta P:\varepsilon}{k_BT}\right],\qquad \Delta P:\varepsilon=\sum_{ab}\Delta P_{ab}\varepsilon_{ab}. \tag{21}$$

The exponent is correct to first order in strain. Atomic relaxation does not change this order, because the energy is stationary with respect to the atomic positions both at the site and at the saddle.

### A vacancy on the diamond lattice

The diamond lattice has two sublattices, $\mathcal A$ and $\mathcal B$. A vacancy on $\mathcal A$ can jump along four bonds $d_i$ with rates $\Gamma_i$. Inversion about a bond centre exchanges the sublattices and survives a uniform strain. The two sites thus have equal energy, $p_{\mathcal A}=p_{\mathcal B}=\frac12$, and a vacancy on $\mathcal B$ jumps by $-d_i$ with the same rates. With

$$G=\sum_{i=1}^4\Gamma_i,\qquad b=\sum_{i=1}^4\Gamma_id_i, \tag{22}$$

the biases are $b_{\mathcal A}=b$ and $b_{\mathcal B}=-b$. Equation (12) reads $G(\chi_{\mathcal B}-\chi_{\mathcal A})=-b$, so $\chi_{\mathcal A}-\chi_{\mathcal B}=b/G$. Then (15) is $C=\frac12b(\chi_{\mathcal A}-\chi_{\mathcal B})^T=bb^T/2G$, and

$$D=\frac12\left[\sum_{i=1}^4\Gamma_id_id_i^T-\frac{bb^T}{G}\right]. \tag{23}$$

The subtraction can be followed in time. The difference between the probabilities of the two sublattices decays as $e^{-2Gt}$, since each jump exchanges them at rate $G$. After a jump from $\mathcal A$, the mean later displacement is $-b\int_0^\infty e^{-2Gt}dt=-b/2G$. Strain that favours one bond also favours an early return along it.

Equation (23) is $G/2$ times the covariance of a bond vector drawn with probability $\Gamma_i/G$. Writing a covariance through differences gives the equivalent form

$$D=\frac{1}{2G}\sum_{i<j}\Gamma_i\Gamma_j(d_i-d_j)(d_i-d_j)^T. \tag{24}$$

An internal shift adds the same vector $u$ to all four bonds and drops out of every difference. At given rates, $D$ does not depend on $u$. The bare sum does: it changes by $\frac12(bu^T+ub^T+Guu^T)$.

## II. The strained diamond lattice and a worked example

### Symbols and results carried over

The four bonds of a site on sublattice $\mathcal A$ are $d_i$, with rates $\Gamma_i$, total rate $G=\sum_i\Gamma_i$ and bias $b=\sum_i\Gamma_id_i$. The diffusivity is (23), or equally (24), and the bare sum is its first term. The rates follow (21), with $\Delta P$ the saddle dipole minus the site dipole. The strain is $\varepsilon$, and $\mathrm{tr}\,\varepsilon$ is the relative change of volume.

In the unstrained crystal of lattice constant $a$, the bond length is $\ell=\sqrt3a/4$. The bond directions $n_i$ are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. They satisfy

$$\sum_in_i=0,\qquad \sum_in_in_i^T=\frac43\,1. \tag{25}$$

With a common rate $\Gamma_0$ the bias vanishes, and (23) gives

$$D_0=\frac12\Gamma_0\ell^2\,\frac43=\frac{\Gamma_0a^2}{8}. \tag{26}$$

### Two constants for the saddle point

Assume that the saddle configuration keeps the full symmetry of the bond centre, and that the vacancy at rest keeps tetrahedral symmetry. The site dipole is then a multiple of the unit tensor. The saddle dipole must be unchanged by a rotation of $120^\circ$ about the bond $n$. Such a rotation leaves no coupling between $n$ and a perpendicular direction, and no preferred direction in the perpendicular plane. Two constants remain:

$$\Delta P=A\,1+B\left(nn^T-\frac13\,1\right), \tag{27}$$

$$\Delta P:\varepsilon=A\,\mathrm{tr}\,\varepsilon+B\left(n^T\varepsilon n-\frac13\mathrm{tr}\,\varepsilon\right). \tag{28}$$

When the volume grows, the term with a positive $A$ lowers all barriers equally. The term with a positive $B$ lowers the barrier of a bond that is stretched more than the average and raises that of a bond stretched less. Under a pressure $p$ the volume strain is $-p/K$, with $K$ the bulk modulus, and the barrier rises by $pA/K$. The activation volume is thus $A/K$.

The diffusivity tensor now follows from the jump rates, including the correction for correlated jumps, and two constants, $A$ and $B$, describe how strain changes the rates on the diamond lattice. What remains is to find the response to a small strain, apply the results to (001) and (111) layers with numbers for a model of diamond, and examine what the model leaves out.
